The nonlocal Hanle curve: arrival times, complex spin length and fitting

**The exercise**

A long, uniform strip of non-magnetic metal has cross-section A, resistivity ρ, diffusivity D and spin lifetime τ. A magnetic tunnel contact at x = 0 drives a current I into the strip, and the current is drawn off at the far left. A second magnetic tunnel contact at x = L carries no current and measures a voltage V against the far right end of the strip. The contact polarizations are P_i and P_d. Both magnetizations lie along an in-plane axis e₁, parallel or antiparallel. A field B is applied normal to the plane.

(a) Write R(B) = V/I as a sum over the times at which diffusing spins arrive at the detector, including the prefactor.

(b) Do the integral. Show that the field enters through a complex spin length, and give the real form of the curve.

(c) If the height of the curve is unknown, can its shape still give both τ and D?

(d) Take D = 40 cm²/s, τ = 100 ps, L = 1200 nm, a section of 250 nm × 50 nm, P_i = P_d = P = 0.10, g = 2 and a density of states N_F = 2.323×10²⁸ eV⁻¹ m⁻³ (both spins). Compute the curve, add noise, and recover τ and D by a fit.

Assume one-dimensional diffusion, point contacts, isotropic τ and g, no return of spin into the contacts, and magnetizations that stay in the plane.

**Hints**

1. Treat spin-up and spin-down electrons as two parallel conductors, and use the Einstein relation to remove N_F.
2. A spin that has been under way for a time t has turned by ωt, whatever path it took.
3. Combine the two in-plane spin components into one complex number. Find the differential equation that the time integral obeys; it is easier to solve than the integral is to do.
4. For (c), regard the curve as a transform of the arrival-time distribution.

**Solution**

**(a) Sum over arrival times.** Let μ_s = (μ↑ − μ↓)/2. Each spin has density of states N_F/2, so the excess of up over down electrons per unit length is

S = A (N_F/2)(μ↑ − μ↓) = N_F A μ_s.

The injector supplies this excess at the rate P_i I/e. The detector has conductances proportional to (1 ± P_d)/2 for the two spins. With μ₀ the mean of μ↑ and μ↓, zero current requires its potential to be

(1+P_d)/2 · (μ₀+μ_s) + (1−P_d)/2 · (μ₀−μ_s) = μ₀ + P_d μ_s.

No charge current flows to the right of the injector, so μ₀ is the same at the reference contact and |V| = P_d μ_s/e. The sign of the electron charge enters both V and I and cancels in the ratio.

A spin injected at x = 0 a time t ago is found at L with the diffusive density (4πDt)^(−1/2) exp(−L²/4Dt). On average a fraction exp(−t/τ) of its spin polarization is left. For electrons dS/dt = ω×S with ω = gμ_B B/ħ, so its component along e₁ is cos ωt. Call t the arrival time. It is the age of a spin now at L, which may have been there before, so it is not the time of first arrival. In the steady state all t contribute:

K(ω) = ∫₀^∞ dt (4πDt)^(−1/2) exp(−L²/4Dt − t/τ) cos ωt.

Then μ_s = (P_i I/e) K/(N_F A). With the Einstein relation 1/ρ = e²N_F D,

R(B) = ± P_i P_d K/(e²N_F A) = ± (P_i P_d ρD/A) K(ω),

with + for parallel and − for antiparallel magnetizations.

**(b) Closed form.** Let e₂ complete the in-plane axes in the sense of the precession, and let S₁ + iS₂ be the complex spin density. Its contribution from age t is

g(x,t) = (4πDt)^(−1/2) exp(−x²/4Dt − t/τ + iωt).

This obeys ∂g/∂t = D g″ − (1/τ − iω) g, starts as δ(x) and vanishes as t → ∞. Integrating over all t turns the left side into 0 − δ(x). The sum S(x) = ∫g dt therefore obeys

D S″ − (1/τ − iω) S = −δ(x).

Away from x = 0 the decaying solution is S = C exp(−κ|x|), with κ² = (1/τ − iω)/D and Re κ > 0. Define

λ = √(Dτ), q = √(1 − iωτ), κ = q/λ.

Integrating the equation across x = 0 gives D(−2κC) = −1, so C = 1/(2Dκ) = λ/(2Dq). Since K = Re S(L),

R(B) = ± (P_i P_d ρ/2A) Re[λ_ω exp(−L/λ_ω)], λ_ω = λ/√(1 − iωτ).

The real part of 1/λ_ω describes decay along the strip, and its imaginary part describes rotation.

For the real form take ω ≥ 0 (R is even in B) and write q = a − ib. Then a² − b² = 1 and a² + b² = |q|² = s, where s = √(1+ω²τ²). Hence

a = √((s+1)/2), b = √((s−1)/2).

With ℓ = L/λ and 1/q = (a + ib)/s,

Re[e^(−ℓq)/q] = e^(−ℓa) (a cos ℓb − b sin ℓb)/s,

and R is ±P_i P_d ρλ/(2A) times this.

The phase of e^(−ℓq)/q is ℓb + arctan(b/a), so the first zero of R lies where

ℓb + arctan(b/a) = π/2.

For ℓ = 0 the phase stays below π/4, because b < a, and the curve never changes sign. A negative lobe needs a finite distance. At high field a ≈ √(ωτ/2), and the factor e^(−ℓa) suppresses the signal, because spins of different ages point in different directions.

**(c) What the shape contains.** The ratio S(L,ω)/S(L,0) is the average of e^(iωt) over the surviving arrivals. Its logarithm is −ℓ(q−1) − ln q. To second order in ω,

q = 1 − iωτ/2 + ω²τ²/8, ln q = −iωτ/2 + ω²τ²/4,

so the logarithm is iωτ(1+ℓ)/2 − ω²τ²(2+ℓ)/8. Comparison with iω⟨t⟩ − ω²σ_t²/2 gives

⟨t⟩ = τ(1+ℓ)/2, σ_t² = τ²(2+ℓ)/4.

Eliminating ℓ leaves τ² + 2⟨t⟩τ − 4σ_t² = 0, which has one positive root:

τ = −⟨t⟩ + √(⟨t⟩² + 4σ_t²).

Then ℓ = 2⟨t⟩/τ − 1 and D = L²/(ℓ²τ). The measured curve is a cosine transform. Since arrival times are positive, that transform, known at all fields, fixes their distribution. The shape therefore gives both τ and D when L and g are known.

The shape depends on ωτ and L²/(Dτ) alone. If the true g is c times the assumed one, the true lifetime is τ/c and the true diffusivity cD, while λ is unchanged.

**(d) Numbers and fit.** The Einstein relation gives ρ = 6.72 μΩ cm. Further, λ = √(40 cm²/s × 100 ps) = 632 nm, ℓ = 1.897 and ρλ/A = 3.399 Ω. At zero field

R(0) = (0.10² × 3.399 Ω/2) e^(−1.897) = 2.55 mΩ.

A network of two resistor chains joined by spin-flip links, solved at B = 0 without the diffusion formula, agrees with this value (both give 2.5487 mΩ with the unrounded N_F, which is also used for the numbers below).

At 50 mT, ωτ = 0.879, s = 1.332, a = 1.080 and b = 0.407. Then ℓb = 0.773 and e^(−ℓa) = 0.129, so

R = 17.0 mΩ × 0.129 × (1.080 × 0.716 − 0.407 × 0.698)/1.332 = 0.80 mΩ.

The spins present at the detector were injected 145 ps earlier on average, with a standard deviation of 99 ps. If all arrived at the mean time, the first zero would be at ω⟨t⟩ = π/2, or 62 mT. The phase condition gives 76.6 mT. The zero lies higher because the phase stays below ω⟨t⟩: the imaginary part of q² = 1 − iωτ gives 2ab = ωτ, and a > 1, so b and arctan(b/a) are both smaller than ωτ/2, and ℓb + arctan(b/a) < (1+ℓ)ωτ/2 = ω⟨t⟩. The wide spread also keeps the negative lobe shallow: R = −0.55 mΩ at 150 mT.

Synthetic data are made from the time integral at 81 equally spaced fields from −200 to 200 mT, with Gaussian noise of σ = 0.05 mΩ. Some of the points are:

B (mT): R without noise, datum (mΩ)
0: 2.549, 2.554
50: 0.804, 0.842
100: −0.357, −0.347
200: −0.468, −0.490

The model is the closed form with three free parameters p = (ln τ, ln D, R(0)). Logarithms keep τ and D positive and make their errors relative ones. Let r_j be model minus datum at field j, divided by σ, and J_jk = ∂r_j/∂p_k. For a small step δ, r becomes r + Jδ. Setting the derivative of |r + Jδ|² to zero gives

δ = −(JᵀJ)⁻¹ Jᵀ r,

which is repeated, with damping where a step is too long, until p settles. Each datum contributes unit variance to r, so the covariance of p is (JᵀJ)⁻¹JᵀJ(JᵀJ)⁻¹ = (JᵀJ)⁻¹.

Starting from 60 ps and 60 cm²/s, the fit gives

τ = 98.6 ± 1.8 ps, D = 38.7 ± 0.8 cm²/s, R(0) = 2.544 ± 0.019 mΩ.

A start from 150 ps and 30 cm²/s ends at the same point. The input values lie 0.8, 1.7 and 0.2 standard errors away. The sum of squares is 61.4 for 78 degrees of freedom, where 78 ± 12 is expected. Over 300 fresh noise samples the fitted τ and D scatter by 1.80 % and 1.97 %, against 1.83 % and 2.00 % predicted from J.

The errors of ln τ and ln D have a correlation of 0.83. The long-distance limit shows why this sign is natural. For ℓ ≫ 1 the mean arrival time tends to τℓ/2 = (L/2)√(τ/D), so raising τ and D together leaves it unchanged. This is only a guide here, since ℓ = 1.9 is not yet in that limit, and the correlation is positive at short distance too (0.89 at L = 300 nm), where the argument does not apply. Errors of the same sign do not cancel in λ = √(Dτ), which is here about as uncertain as τ: the fit gives 618 ± 11 nm.

**The model beside a real device**

The parameters are rough typical values for an aluminium strip with cobalt tunnel contacts near 4 K; N_F is the free-electron value. At another temperature τ and D must be those of that temperature. Diffusion is a good description here: the mean free path is 5.9 nm, far below L, and a non-uniformity across the strip width w decays with the time constant w²/(π²D) = 1.6 ps, so that spins entering at one edge are uniform to 5 % after about 6 ps, far less than the mean arrival time.

Real contacts have width. Averaging over two contacts 100 nm wide and fitting with the point-contact formula shifts τ by +0.2 % and D by +0.8 %. The shift grows roughly as the square of the width: contacts 200 nm and 400 nm wide shift τ by +2.4 % and D by +8 %.

Spin also returns into the contacts. To lowest order in P, a barrier of resistance R_c removes spins at the rate μ_s/(e²R_c) = vS, with v = 1/(R_c e²N_F A). Let G₀ and G_L be the solution of (b) at distances 0 and L. The densities at the two contacts then obey

S₀ = G₀(1 − vS₀) − G_L vS_L,
S_L = G_L(1 − vS₀) − G₀ vS_L.

The first gives 1 − vS₀ = (1 + v²G_L S_L)/(1 + vG₀). Inserted in the second, this yields

S_L = G_L/[(1 + vG₀)² − v²G_L²].

For R_c = 500 Ω, R(0) falls by 0.7 % and the fitted τ shifts by −0.3 %. The simple formula fails when R_c is no longer large compared with ρλ/A. For contacts 100 nm wide and R_c = 500 Ω, the largest of these shifts comes from the tilt of the magnetizations, treated in the second variation; with contacts a few hundred nm wide the width can matter as much.

**Variation 1: contacts close together**

*How well can D be found when L ≪ λ?*

Expand for ℓ|q| ≪ 1 over the whole field range:

Re[e^(−ℓq)/q] = Re(1/q) − ℓ + (ℓ²/2) Re q + …

The free height absorbs the factor λ in front. At fixed τ, D first enters through −ℓ, a constant independent of field. Its derivative with respect to ln D is ℓ/2, so at fixed noise the relative error of D grows as 1/L. If the measurement also has an unknown constant background, this term is lost. The next one, of order ℓ², must serve, and the error grows as 1/L². Halving L from 4 to 2 nm in the formula multiplies the error by 1.998 and 4.000 in the two cases. These lengths test the limit only; diffusion itself fails below the mean free path.

At practical distances, with the same fields and 0.05 mΩ noise, the errors of D are:

L (nm): no background, free background
300: 1.5 %, 24 %
600: 1.1 %, 8.5 %
1200: 2.0 %, 5.2 %
2400: 13 %, 13 %

Of these four distances, 600 nm is best without a background and 1200 nm with one. At 2400 nm the signal has become too small.

**Variation 2: magnetizations that tilt**

*The field pulls both magnetizations out of the plane by θ, with sin θ = B/B_s. What is measured?*

The injected spin is (cos θ, 0, sin θ) along e₁, e₂ and the field. After a time t it is (cos θ cos ωt, cos θ sin ωt, sin θ). Projecting on the detector direction (±cos θ, 0, sin θ) gives ±cos²θ cos ωt + sin²θ. Summed over arrivals, with R(B) the untilted parallel curve,

R_P = R(B) cos²θ + R(0) sin²θ,
R_AP = −R(B) cos²θ + R(0) sin²θ.

Half the difference is R(B) cos²θ, which is free of the second term.

Take B_s = 1.6 T, a rough value for cobalt. At 200 mT the tilt is 7.2°, and R(0) sin²θ = 0.04 mΩ. This is close to the noise of one datum, but it has the same sign at every field. Fitting R_P alone with the untilted formula shifts τ by +4.5 % and D by +5.9 %, more than their statistical errors. Fitting half the difference reduces the shifts to +0.8 % and +0.9 %. Dividing it by cos²θ first removes them within this model, provided B_s is known. B_s depends on the shape of the contact: a cobalt bar 100 nm wide and 50 nm thick has B_s nearer 1.2 T, which raises the shifts from fitting R_P alone to about +8 % and +11 %. These shifts assume no free background; with one, at B_s = 1.6 T, they become −1.4 % and −5.4 %. The numerical output lists the remaining values.

Table of computed values

```
D = 40.0 cm2/s, tau = 100.0 ps, L = 1200 nm
strip 250 nm x 50 nm, P = 0.10
electron density = 1.80e+29 m^-3, g = 2.0
E_F = 11.62 eV, v_F = 2.022e+06 m/s
N_F = 2.323e+28 eV^-1 m^-3
resistivity = 6.718 uOhm cm
lambda = 632.5 nm, L/lambda = 1.8974
rho*lambda/A = 3.399 Ohm
R(0): closed 2.5487, network 2.5487 mOhm
arrival time: mean 144.87 ps, std 98.71 ps
at 50 mT: omega = 8.7941e+09 rad/s, omega*tau = 0.8794
at 50 mT: s = 1.3317, a = 1.0797, b = 0.4072
first zero of R: B = 76.61 mT
B (mT) | R time integral | R closed | synthetic data (mOhm)
     0 |   2.5487 |   2.5487 |   2.5543
    25 |   1.9073 |   1.9073 |   1.8300
    50 |   0.8043 |   0.8043 |   0.8424
    75 |   0.0351 |   0.0351 |   0.0692
   100 |  -0.3572 |  -0.3572 |  -0.3471
   150 |  -0.5491 |  -0.5491 |  -0.5167
   200 |  -0.4682 |  -0.4682 |  -0.4896
noise = 0.050 mOhm, 81 fields, max |B| = 200 mT
fit start: tau = 60 ps, D = 60 cm2/s; second: 150 ps, 30 cm2/s
fit tau = 98.59 +- 1.80 ps
fit D = 38.69 +- 0.78 cm2/s
fit R(0) = 2.5443 +- 0.0186 mOhm
fit lambda = 617.6 +- 11.3 nm
correlation of ln tau and ln D = 0.829
chi2 = 61.4 for 78 degrees of freedom
300 fits, scatter: tau 1.80 %, D 1.97 %
predicted scatter: tau 1.83 %, D 2.00 %
L (nm) | error tau, D (%) | same with free offset (%)
  300 | 0.65, 1.47 | 1.62, 23.57
  600 | 0.85, 1.11 | 1.90, 8.47
 1200 | 1.83, 2.00 | 3.06, 5.18
 2400 | 12.97, 13.13 | 13.00, 13.14
D error, L 4 -> 2 nm: x1.998; free offset: x4.000
saturation field 1.6 T, contact width 100 nm, barrier 500 Ohm
largest tilt = 7.18 deg
neglected effect: shift of fitted tau, D (%)
  tilt, parallel only: +4.48, +5.91
  tilt, half difference: +0.80, +0.92
  contact width: +0.24, +0.79
  barrier return: -0.34, +0.07
R(0) change: contact width +0.21 %, barrier return -0.68 %
mean free path = 5.93 nm
cross-strip diffusion time = 1.58 ps
cyclotron angle per collision at 200 mT = 1.03e-04 rad
k_B T/E_F at 4.2 K = 3.11e-05
```
